# Choosing the photon shift when simulating rare missing contacts

## What symmetry fixes before any choice is made

A stochastic resist simulation draws the number of photons absorbed in each small resist pixel. When missing contacts are very rare, it can draw from lower means and give each trial a weight that repairs the average. The setting discussed here is that shift: where the means are lowered, and by how much. The form of the weight is not part of the choice.

Let a pixel absorb \(n\) photons, Poisson distributed with true mean \(\lambda\) and sampling mean \(\mu\), and let its weight be \(w(n;\lambda,\mu)\). Pixel boundaries are arbitrary. If a pixel is cut into fractions \(f\) and \(1-f\), with \(n=n_1+n_2\), the weight must not notice:

\[
w(n_1+n_2;\lambda,\mu)=w(n_1;f\lambda,f\mu)\,w(n_2;(1-f)\lambda,(1-f)\mu).
\]

Take the logarithm and raise \(n_2\) by one at fixed \(n_1\). The change on the right does not depend on \(n_1\), so \(\ln w\) has a constant slope in the count:

\[
\ln w=a\,n+b .
\]

The slope is the same for the whole pixel and for its parts, so \(a\) depends on the ratio \(\lambda/\mu\) alone. The constant \(b\) adds over the parts, like an area. Two averages fix both. The weight must average to one, and the weighted mean count must be \(\lambda\). With the Poisson sum \(\sum_n \mu^n e^{-\mu}e^{an}/n!=e^{\mu(e^a-1)}\), these conditions read

\[
e^{b+\mu(e^a-1)}=1,\qquad \mu e^a\,e^{b+\mu(e^a-1)}=\lambda .
\]

Hence \(\mu e^a=\lambda\), so \(a=\ln(\lambda/\mu)\) and \(b=\mu-\lambda\). The result is the likelihood ratio, because

\[
\frac{\mu^n e^{-\mu}}{n!}\left(\frac{\lambda}{\mu}\right)^{n}e^{\mu-\lambda}=\frac{\lambda^n e^{-\lambda}}{n!}.
\]

It therefore restores the average of every function of the counts, not just the two used to find it.

## The contact and its failure

Pixels \(i\) have independent counts with means \(\lambda_i\). The local mean density follows the image

\[
\rho(x,y)=\rho_0\left[\beta+(1-\beta)\cos^2\frac{\pi x}{p}\cos^2\frac{\pi y}{p}\right],
\]

where \(p\) is the pitch and \(\beta\) the background relative to the peak. Electron and acid spreading is represented by a Gaussian blur of standard deviation \(\sigma\). Write \(\cos^2(\pi x/p)=[1+\cos(2\pi x/p)]/2\). A Gaussian average multiplies \(\cos kx\) by \(e^{-k^2\sigma^2/2}\), the sine part vanishing by symmetry. With \(k=2\pi/p\) the blurred density is

\[
\bar\rho=\rho_0\left[\beta+\frac{1-\beta}{4}\left(1+\alpha\cos\frac{2\pi x}{p}\right)\left(1+\alpha\cos\frac{2\pi y}{p}\right)\right],
\quad \alpha=e^{-2\pi^2\sigma^2/p^2}.
\]

The clearing threshold \(\rho_c\) is \(\bar\rho\) at the design edge on the \(x\) axis, so the mean image prints the edge there. In threshold units the signal at disc pixel \(j\) is

\[
S_j=\sum_i G_{ji}n_i,\qquad G_{ji}=\frac{e^{-d_{ji}^2/2\sigma^2}}{2\pi\sigma^2\rho_c},
\]

with \(d_{ji}\) the distance between pixel centres. A contact is missing, event \(F\), when \(S_j\le1\) at every pixel of the design disc. One cleared pixel is enough to escape this definition, so a partly closed hole is not counted.

The example has \(p=40\) nm, a contact diameter of 20 nm, \(\sigma=4\) nm, \(\beta=0.10\) and 2 nm pixels. The clear-field dose is 25 mJ/cm2 and the image peak is 0.40 of it, so the local peak dose is \(25\times0.40=10\) mJ/cm2. At 91.84 eV per photon this is 6.80 photons per nm². A 30 nm film absorbing at 5 per µm takes up the fraction \(1-e^{-0.15}=0.139\), which leaves \(\rho_0=0.947\) absorbed photons per nm². After blur the centre has 0.801 per nm² and the threshold is 0.4825 per nm², so the centre must lose about 40 % of its signal.

## The shift and its unbiased average

Lower the means by

\[
\mu_i=\lambda_i e^{-\eta_i},\qquad \eta_i=\sum_j\theta_jG_{ji},\qquad \theta_j\ge0 .
\]

Each \(\theta_j\) lowers the means around disc pixel \(j\): the logarithm of \(\mu_i\) falls in proportion to the influence \(G_{ji}\) of pixel \(i\) there. Since \(\ln(\lambda_i/\mu_i)=\eta_i\), the product of pixel weights is

\[
\ln W=\sum_i\eta_i n_i+K,\qquad K=\sum_i(\mu_i-\lambda_i).
\]

Let \(1_F\) be one for a missing contact and zero otherwise. Then

\[
P(F)=E_\lambda[1_F]=E_\mu[W1_F],\qquad
\hat P=\frac1N\sum_{t=1}^{N}W_t1_{F,t}.
\]

The estimate \(\hat P\) is unbiased if the shift is fixed before the trials are drawn and if \(\mu_i>0\) wherever \(\lambda_i>0\). It is unbiased for this model only: the weights do not correct errors of the image or of the chemistry, and even small ones can change a rare rate strongly. The divisor is the number of trials, not the sum of the weights.

## Where to aim

On \(F\) every \(S_j\le1\), so

\[
\sum_i\eta_in_i=\sum_j\theta_jS_j\le\sum_j\theta_j,
\qquad W\le e^{f(\theta)},\qquad f(\theta)=K+\sum_j\theta_j .
\]

Weights of missing contacts are bounded, which makes the variance finite. Since \(P=E_\mu[W1_F]\), also \(P\le e^{f}\). The natural design makes this bound as small as possible. From \(\partial\mu_i/\partial\theta_j=-G_{ji}\mu_i\),

\[
\frac{\partial f}{\partial\theta_j}=1-\sum_iG_{ji}\mu_i,\qquad
\frac{\partial^2f}{\partial\theta_j\partial\theta_k}=\sum_iG_{ji}G_{ki}\mu_i .
\]

The second matrix gives a non-negative quadratic form, so \(f\) is convex. Because \(f\ge-\sum_i\lambda_i+\sum_j\theta_j\), it grows for large \(\theta\), and a minimum exists. There the shifted mean signal satisfies

\[
\sum_iG_{ji}\mu_i\le1,\quad\text{with equality where }\theta_j>0 .
\]

The shifted mean image is thus just dark enough to close the contact.

To see which closed image this is, define the relative entropy of a mean pattern \(\nu\) as \(D(\nu|\lambda)=\sum_i[\nu_i\ln(\nu_i/\lambda_i)-\nu_i+\lambda_i]\). It is non-negative. Inserting \(\ln(\nu_i/\lambda_i)=\ln(\nu_i/\mu_i)-\eta_i\) and adding and subtracting \(\mu_i\) gives

\[
D(\nu|\lambda)=D(\nu|\mu)-\sum_j\theta_j\sum_iG_{ji}\nu_i-K .
\]

If \(\nu\) closes the contact, the inner sums are at most one, so \(D(\nu|\lambda)\ge-\sum_j\theta_j-K\). For \(\nu=\mu\) equality holds. The design therefore finds the closed mean pattern of least relative entropy, and the minimum of \(f\) is \(-I\) with \(I=D(\mu|\lambda)\).

In the example \(I=14.88\), and 8 of the 69 disc pixels carry \(\theta_j>0.01\). The mean number of photons in the disc falls from 206 to 141. Closing the contact by a uniform dose cut would cost a relative entropy of 46.8, partly because such a cut also removes photons that hardly affect the disc. That number is for the simulated square of 21 by 21 pixels and grows with its area.

## How strong to make it

Keep the designed pattern but multiply all \(\theta_j\) by \(c\). At \(c=1\) the first derivative of \(f\) is \(\sum_j\theta_j(1-\sum_iG_{ji}\mu_i)=0\), since each term has a zero factor. The second derivative is \(\sum_i\eta_i^2\mu_i\). Near the design,

\[
f(c\theta)\simeq-I+\tfrac12(c-1)^2\sum_i\eta_i^2\mu_i .
\]

A small error of strength harms the bound at second order only. A large one does real damage: too weak a shift gives few missing contacts, and too strong a shift makes the weights near the threshold large and rare.

The actual statistical error follows from

\[
\operatorname{Var}\hat P=\frac{E_\mu[W^21_F]-P^2}{N},\qquad E_\mu[W^21_F]=E_\lambda[W1_F]\le e^{-I}P,
\]

where one factor \(W\) has turned the sampling average into a true one. The relative error \(\varepsilon\) obeys \(\varepsilon^2\le(e^{-I}/P-1)/N\). Direct simulation has \(W=1\), so it needs \((1-P)/(P\varepsilon^2)\) trials.

## A case with a known answer

If only the centre pixel must stay dark, the rare probability can be summed without sampling. Scale the kernel to 100 at its peak and round it to integers \(k\). Let \(\Lambda_k\) be the total mean count in pixels of weight \(k\), and \(p_m\) the probability that the summed signal is \(m\). Independent Poisson counts give the generating function

\[
g(z)=\sum_mp_mz^m=\exp\Big[\sum_k\Lambda_k(z^k-1)\Big].
\]

Differentiation and multiplication by \(z\) give \(zg'=\sum_kk\Lambda_kz^kg\). Equating coefficients of \(z^m\),

\[
m\,p_m=\sum_{k=1}^{\min(m,100)}k\Lambda_kp_{m-k},\qquad p_0=e^{-\sum_{k\ge1}\Lambda_k}.
\]

Pixels whose weight rounds to zero do not affect the signal and drop out.

All terms are positive, so the tail suffers no cancellation. With \(M\) the integer threshold, the second moment for any strength is \(\sum_{m\le M}p_m e^{\theta m/M+K}\).

The recursion gives \(4.78\times10^{-8}\). A test with 20,000 shifted trials gives \((4.79\pm0.08)\times10^{-8}\), and the sampled standard error agrees with the one from the recursion. The best strength is 1.02 times the designed one, and the design's second moment is 0.5 % above the minimum. For this event, tuning the strength further gains almost nothing.

A Gaussian tail with the same mean and variance gives \(6.3\times10^{-7}\), about 13 times too much. The direction of this error can be derived. For a single signal with weights \(g_i\), let \(\kappa_r=\sum_i\lambda_ig_i^r\) and \(\delta=\kappa_1-1\). Expanding \(K=\sum_i\lambda_i(e^{-\theta g_i}-1)\) gives

\[
I=\max_\theta\left[\delta\theta-\frac{\kappa_2\theta^2}{2}+\frac{\kappa_3\theta^3}{6}-\dots\right]
=\frac{\delta^2}{2\kappa_2}+\frac{\kappa_3\delta^3}{6\kappa_2^3}+O(\delta^4).
\]

The maximum lies at \(\theta=\delta/\kappa_2\) to leading order, and the correction to its position enters the value at order \(\delta^4\). The first term is the Gaussian exponent. Since \(\kappa_3>0\), the next one makes deep photon deficits rarer than a Gaussian predicts.

The opposite limit is a full blackout. For equal weights and total mean \(\Lambda\), requiring at most \(r\Lambda\) photons gives \(I=\Lambda(1-r+r\ln r)\). As \(r\to0\) this tends to \(\Lambda\), in agreement with the probability \(e^{-\Lambda}\) of no photon at all.

## Reading the missing-contact result

With 40,000 trials, 9.3 % of the shifted contacts are missing. That fraction is a property of the sampling and not a failure rate. The weighted average is

\[
P=(3.5\pm0.2)\times10^{-10}.
\]

The bound \(e^{-I}=3.4\times10^{-7}\) is about 1000 times larger. Writing \(\ln W=-I-\sum_j\theta_j(1-S_j)\) shows why:

\[
P=e^{-I}\,E_\mu\!\left[e^{-\sum_j\theta_j(1-S_j)}1_F\right].
\]

One factor is the hit fraction, 0.093. The other is the average of the exponential over the hits, \(3.49\times10^{-10}/(3.45\times10^{-7}\times0.0927)=0.011\). It is small because contacts that fail usually fall below the threshold by a finite margin. The exponent \(I\) alone is therefore a poor estimate of the rate.

The relative standard error is 4.8 %, while the bound on \(\varepsilon\) allows \(\sqrt{987/40000}=16\) %. Direct simulation would need

\[
\frac{1}{3.49\times10^{-10}\times0.0476^2}\approx1.3\times10^{12}
\]

trials for the same error, a saving of \(3\times10^7\) in trials; computing time per trial is not included. At \(6.25\times10^{10}\) contacts per cm², the model expects about 22 missing contacts per cm² with 2 nm pixels, and about 20 % fewer with 1 nm pixels. This mean needs no independence between neighbours, because expectations add.

A shift aimed at the centre pixel alone gives \((2.9\pm0.2)\times10^{-10}\) with half the hit fraction, 4.5 %. The two estimates differ by 2.1 combined standard errors. This passes the test, set at 4.5, but is not close agreement, and the rate on this 2 nm grid is best read as 3 to 3.5 in units of \(10^{-10}\).

A sharper test of the whole event uses 0.68 of the dose, where failures are common. Direct simulation gives \(0.0659\pm0.0012\) and shifted simulation \(0.0676\pm0.0008\), a difference of 1.2 combined standard errors.

The average of all weights, hits and misses together, is 0.17, although its expectation is one. This is no sign of a wrong weight. Under the shifted law the mean of \(\ln W\) is \(\sum_i\eta_i\mu_i+K=-I\), with a standard deviation \((\sum_i\eta_i^2\mu_i)^{1/2}\approx4.9\). Most weights are therefore far below one, and the expectation rests on rare draws that resemble the unshifted image. Dividing by the sum of weights would import this bad average and raise the estimate in this run by \(1/0.17\), about a factor of six; the factor itself scatters widely from run to run.

## When acid generation is also random

Suppose \(n_i\) photons yield \(A_i\) acids, Poisson distributed with mean \(yn_i\), and the signal uses \(A_i/y\) in place of \(n_i\). The sampling law should now favour low acid numbers by the factor \(e^{-\eta_iA_i/y}\). Put \(q_i=e^{-\eta_i/y}\). Averaging that factor over \(A_i\) at fixed \(n_i\) gives \(e^{yn_i(q_i-1)}\), so the photon mean and the yield become

\[
\mu_i=\lambda_ie^{y(q_i-1)},\qquad y\to yq_i .
\]

The likelihood ratio has a photon part and an acid part:

\[
\ln W_i=\big[-n_iy(q_i-1)+\mu_i-\lambda_i\big]+\Big[\frac{\eta_iA_i}{y}-yn_i+yq_in_i\Big]
=\frac{\eta_iA_i}{y}+\mu_i-\lambda_i .
\]

The terms in \(n_i\) cancel, and the weight bound again holds on \(F\). At 0.68 of the dose with \(y=3\), direct simulation gives \(0.086\pm0.003\) and shifted simulation \(0.083\pm0.001\).

At nominal dose the missing rate rises to \(1.4\times10^{-8}\), by a factor of 41. A rough estimate shows that this size is reasonable. The variance of \(A_i/y\) is \((y\lambda_i+y^2\lambda_i)/y^2=\lambda_i(1+1/y)\), larger by \(4/3\). A Gaussian exponent would fall from \(I\) to \(3I/4\), which raises the rate by \(e^{14.88/4}\approx41\). The close agreement is accidental. The minimised exponent with acid noise is 11.56, not \(3I/4=11.16\), so the exponent alone gives a factor of about 28, and the prefactor supplies the remaining factor of about 1.5.

## The model beside a real exposure

The wavelength, film thickness, absorption and blur are round values in the rough range of extreme-ultraviolet exposure of chemically amplified resists. The dose is on the low side for contacts of this size, which favours failures. Real resists break the assumption of noise-free chemistry, and acid noise with three acids per photon moves the rate by the factor of 41 above. Real exposures also vary in dose: a 3 % loss at fixed threshold, without acid noise, raises the rate 13 times, to \(4.4\times10^{-9}\). The sensitivity can be traced. If all \(\lambda_i\) are scaled by \(s\), then \(dI/ds=\sum_i(\lambda_i-\mu_i)\) at \(s=1\), because the first-order change of the optimal \(\theta\) drops out. The disc alone contributes \(206-141=65\), hence a factor of about \(e^{0.03\times65}\approx7\). Including the photons removed outside the disc raises this first-order estimate only to about 8.5. The exact change of \(I\) gives slightly less, a factor of 7.8. The rest of the factor 13, about 1.6 to 1.7, comes from the prefactor multiplying \(e^{-I}\), which also grows when the dose falls.

A 1 nm grid lowers the rate by a factor of \(0.80\pm0.09\) in the run listed below, and larger samples narrow this to \(0.78\pm0.04\), although \(I\) moves only from 14.88 to 14.90. The rate is therefore not converged in pixel size: the values quoted for 2 nm pixels are about 20 % above those for 1 nm, and finer grids were not tried. Absorption at the film bottom is 14 % lower than at the top, and this two-dimensional model averages over it. Given the dose sensitivity, that is a serious omission. Quencher and polymer graininess, development paths in depth and etch transfer are also left out. The computed rate is thus a property of the photon-noise model and not a forecast of yield.

## Guidance for the setting

- **Aim with the failure definition.** When failure requires several conditions at once, as here, minimise \(f(\theta)\) over all of them. If any one of them is enough for failure, the bound on \(W\) no longer follows and this recipe does not apply. A centre-only shift remains unbiased, but here it gave a larger statistical error for equal trials.
- **Use the designed strength.** For the one-pixel event it was within 2 % of the best; the strength was not scanned for the full event. After a change of dose, threshold or blur, the old \(\theta_j\) still give an unbiased estimate if the means and weights are recomputed, but a large change can make them inefficient and calls for a new design. A new noise model needs its own weight.
- **Fix the shift first.** If pilot trials are used to tune it, discard them from the final average.
- **Divide by the number of trials.** Judge the run by the scatter of \(W1_F\) and by a second shift, not by the mean of all weights.
- **Shift every strong noise source.** The weight bound above was derived for the photon-only signal and for joint shifting of photons and acids. It does not cover a shift of photons alone when acid noise also drives the failure.
- **Check a common-failure case.** Lower the dose until direct simulation is affordable and compare. This tests the weights and the failure logic, though not the sampling of the rare tail at nominal dose.

The numerical output below lists the inputs and estimates at greater length.

## Table of computed values

```
wavelength: 13.5 nm
photon energy: 91.84 eV
pitch: 40 nm
contact diameter: 20 nm
blur sigma: 4 nm
pixel: 2 nm
clear-field dose: 25 mJ/cm2
image peak / clear field: 0.4
background / image peak: 0.1
local peak dose: 10 mJ/cm2
film thickness: 30 nm
absorption coefficient: 5 1/um
absorbed fraction: 0.1393
incident photons at peak: 6.796 1/nm2
absorbed photons at peak: 0.9466 1/nm2
blurred density at centre: 0.8009 1/nm2
clearing threshold: 0.4825 1/nm2
disc pixels tested: 69
disc pixels with theta > 0.01: 8
mean photons in disc, nominal: 205.9
mean photons in disc, shifted: 140.6
least relative entropy I: 14.88
relative entropy, uniform dose cut: 46.84
bound exp(-I): 3.449e-07
one pixel dark, exact recursion: 4.7755e-08
one pixel dark, sampled (20000 trials): 4.788e-08 +- 7.8e-10
one pixel: exact standard error: 7.782e-10
one pixel: best shift / designed shift: 1.02
one pixel: second moment / minimum: 1.005
one pixel: Gaussian tail estimate: 6.319e-07
trials, missing contact: 4e+04
unweighted missing fraction, shifted law: 0.09267
missing-contact probability: 3.492e-10 +- 1.7e-11
relative standard error: 4.763 %
mean of all weights (expectation 1): 0.1674
direct trials for same error: 1.262e+12
saving in trials: 3.155e+07
same, centre-only shift: 2.881e-10 +- 2.3e-11
unweighted fraction, centre-only shift: 0.04467
contacts per cm2: 6.25e+10
expected missing contacts per cm2: 21.82
reduced-dose test, dose factor: 0.68
reduced dose, direct: 6.592e-02 +- 1.2e-03
reduced dose, shifted: 6.762e-02 +- 7.9e-04
reduced dose with acid noise, direct: 8.570e-02 +- 2.8e-03
reduced dose with acid noise, shifted: 8.347e-02 +- 1.4e-03
mean acids per photon: 3
nominal dose with acid noise: 1.427e-08 +- 8.5e-10
acid-noise factor on probability: 40.85
dose loss: 3 %
probability after dose loss: 4.409e-09 +- 2.5e-10
dose-loss factor on probability: 12.63
probability with 1 nm pixels (10000 trials): 2.809e-10 +- 2.7e-11
fine-pixel factor on probability: 0.8045
absorption rate, film bottom / top: 0.8607
```
